# Deciding whether a lattice density of free fermions needs an ensemble, part 2

The question is whether a target density \(n_i\) (\(0<n_i<1\), \(\sum_i n_i=N\)) of \(N\) spinless noninteracting fermions on \(M\) sites, with real hopping matrix \(h\) and site potential \(v\), comes from a pure ground state, possibly complex, or only from an ensemble. Energies and \(T\) are in units of the hopping \(t\), with \(k_B=1\).

Levels \(\varepsilon_l\) of \(h+v\) have Fermi occupations \(f_l\), and \(A_T(v)=\max_\mu[\mu N-T\sum_l\ln(1+e^{-(\varepsilon_l-\mu)/T})]\). The smoothed Lieb functional \(F_T=\max_v[A_T(v)-v\cdot n]\) is reached at \(w_T=v-\mu\), with density matrix \(\gamma_T\) of entropy \(S(\gamma_T)\). On cooling, \(F_T\to F_0\), the minimum of \(\operatorname{tr}h\gamma\) at density \(n\), and \(\gamma_T\to\gamma^*\), the minimizer of largest entropy \(S^*\), with occupations \(f^*\):
\[ F_0-TS(\gamma_T)\ \le\ F_T\ \le\ F_0-TS^*. \tag{2} \]
A limit point of \(w_T\) is \(w^*=v^*-\mu^*\). With \(E_N\) the ground-state energy, \(E_N(v)-v\cdot n\le F_0\), with equality at \(v^*\). The response \(\chi^0_{ij}=\partial n_i/\partial w_j\) is a sum over pairs of levels.

The \(g\) fractional levels of \(\gamma^*\) form the shell: real orbitals \(\varphi_a\), \(m\) particles, zero eigenvalue of \(h+w^*\). Let \(q=f^*\) for \(m=1\), \(q=1-f^*\) for \(m=g-1\), \(G^*=\operatorname{diag}(q)\), and
\[ L(G)_i=\sum_{ab}G_{ab}\,\varphi_a(i)\varphi_b(i). \]
The density is pure if some real \(G\ge0\) with trace 1 and rank at most 2 has \(L(G)=L(G^*)\). This holds for \(g=2\), and for \(g=3\) if \(L(K)=0\) for some \(K\ne0\), by moving along \(G^*+\tau K\). For \(g=3\) and injective \(L\), with smallest singular value \(\sigma\), the density is ensemble-only, and every such \(G\) obeys
\[ \|L(G)-L(G^*)\|\ \ge\ \sigma\,q_{\min}\sqrt{3/2}. \tag{3} \]

Test systems:
- Cuboctahedron: the 12 points of \(\{-1,0,1\}^3\) with two nonzero coordinates, bonds at squared distance 2.
- Cube: sites \(x,y,z=\pm1\). Both have shell functions \(x,y,z\) over \(\sqrt8\).
- Ring: six sites, \(N=2\), \(n_j=\tfrac16+0.7\,c_j^2+0.3\,s_j^2\), with \(c_j,s_j=\cos\theta_j/\sqrt3,\ \sin\theta_j/\sqrt3\), \(\theta_j=\pi j/3+0.4\). Real shell orbitals miss it by squared distance at least \(0.03\).
- Rectangle: sites \((\pm1,\pm1)\), hoppings \(0.5\) along \(x\) and \(1\) along \(y\), \(v=\lambda x\), one bonding particle on each \(y\) bond.

## Reading the occupations

With a gap \(\Delta\) and isolated frontier levels, holes balance particles, \(e^{-(\mu-\varepsilon_N)/T}\approx e^{-(\varepsilon_{N+1}-\mu)/T}\), so \(\mu\) is mid-gap and \(1-f_N\approx e^{-\Delta/2T}\).

For a threefold zero level with injective \(L\), work to first order in \(\delta w=w_T-w^*\). Its shell matrix is \(E=L^{\mathsf T}\delta w\), with eigenvalues \(T\ln[(1-f_a)/f_a]\). Fixed density requires \(L\,\delta G+\chi'\delta w=0\), where \(\chi'\le0\) collects the terms of \(\chi^0\) that leave the shell. If \(\chi'\) is invertible on \(\ker L^{\mathsf T}\), the 6 equations for \(E\) and the \(M-6\) projected density equations fix \(\delta w\), so \(\delta G=CE\) is linear, with \(\operatorname{tr}E\,\delta G=-\delta w^{\mathsf T}\chi'\delta w\ge0\). If all three occupations are interior, then \(E=O(T)\) and \(f_T-f^*=O(T)\), and \(2X(T)-X(2T)\) removes the linear term of a tracked quantity \(X\). A level with \(f^*=0\) inside the zero level obeys \(f\approx cT\ln(1/f)=c\,(\varepsilon-\mu)\) with \(c\ge0\), up to \(O(T)\): it empties slowly, with a halving ratio slightly above \(1/2\). The shell holds a fixed particle number, so this \(T\ln(1/T)\) error is shared by the other occupations, and the extrapolation then leaves a residue of order \(T\): for planted \((0.6,0.4,0)\) on the rotated shell given below, \((f_2-0.6)/T\) goes from \(-1.5\) at \(T=10^{-3}\,t\) to \(-2.9\) at \(10^{-6}\,t\), and the extrapolated \(f_4\) is about \(0.44\,T\) instead of zero. The same system with \(E=0\) and a source \(\delta n\) is solvable for every small \(\delta n\), so at this order the degeneracy and rank 3 persist and ensemble-only densities fill an open set.

The algorithm is then as follows.

1. Maximize \(A_T-v\cdot n\) by Newton steps with backtracking, halve \(T\), restart from the last \(v\).
2. For each level form the ratio of \(\min(f,1-f)\) at \(T\) and \(2T\). Above 0.9 the level is in the shell, below 0.7 it is integer, otherwise cool further. The thresholds are chosen to separate the limits 1 and \(1/2\). The limit \(1/2\) was derived for injective \(L\), and without it the rule can stay undecided: on the cube with \(N=2\) and the density of the determinant built on \((2x+y+z)/\sqrt{48}\), pure by construction, \(f_3\) falls only from \(0.0468\) at \(T=10^{-3}\,t\) to \(0.0059\) at \(10^{-6}\,t\), with ratios between \(0.808\) and \(0.816\).
3. For \(g=0,2\) report pure. For \(g=3\) and \(M\ge6\) apply the same ratio rule to \(\sigma\), counting round-off as zero. For \(g=3\) and \(M<6\) report pure: \(L\) maps six dimensions into \(M\) numbers and has a kernel, which the \(M\) singular values of the \(M\times6\) matrix do not show.

A small true occupation appears as \(f_T\approx f^*+cT\ln(1/f_T)\), so an \(f^*\) below about \(cT\ln(1/T)\) looks like a vanishing one and a verdict holds only at the resolution of the lowest \(T\). For planted occupations \((0.6,\,0.4-f^*,\,f^*)\) on the cuboctahedron at \(T=0.001\,t\), with the shell orbitals \(x,y,z\) turned by the rotation vector \((0.3,0.5,0.7)\) rad, for which \(c\approx0.36\), the value \(f^*=0.002\) is read as integer (ratio \(0.698\), a wrong verdict of pure), \(0.003\) to \(0.007\) call for further cooling, and \(0.015\) is recognized as fractional. The constant \(c\) depends on the orientation: for the unrotated orbitals \(c\approx0.80\), \(f^*=0.003\) is also read as integer (ratio \(0.680\)) and \(0.015\) still calls for cooling (ratio \(0.865\)).

A small \(\sigma\) causes the opposite error. On the cube with \(N=2\) and \(v=\epsilon(0.5x+y+1.5z)\), a product of three dimers with excitation energies \(2\sqrt{1+\epsilon^2a^2}\), \(a=0.5,1,1.5\), the ground state is a nondegenerate determinant with gap \(\approx0.75\epsilon^2\), so its density is pure. For \(\epsilon=0.01\,t\) the rule at \(T=0.001\,t\) sees occupations \(0.383, 0.332, 0.285\) and \(\sigma=0.0069\) with ratio \(0.991\), and wrongly reports ensemble; at \(T=1.6\times10^{-5}\,t\) the occupations are \(0.968, 0.032, 0.000\), and further cooling makes them integer. In this family the gap is about \(1.5\sigma^2t\), so a verdict of ensemble with small \(\sigma\) should not be trusted unless \(T\) is well below \(\sigma^2t\). The worked example below, with \(\sigma^2\approx0.06\), is far from this regime.

## Worked example on the cuboctahedron

Take \(N=2\) and \(n_i=\frac16+0.01[\sin(1.7i+1)-\text{mean}]\), sites \(i=0,\dots,11\) in lexicographic order, ranging from \(0.15625\) to \(0.17603\). Levels are numbered from 1.

| \(T\) (t) | \(f_2\) | \(f_3\) | \(f_4\) | \(\sigma\) | \(F_T\) (t) |
|---|---|---|---|---|---|
| 0.512 | 0.35413 | 0.33463 | 0.31826 | 0.2438 | −7.010668 |
| 0.032 | 0.37843 | 0.33210 | 0.28946 | 0.2490 | −6.059726 |
| 0.002 | 0.38306 | 0.33231 | 0.28462 | 0.2500 | −6.002736 |
| 0.001 | 0.38324 | 0.33232 | 0.28444 | 0.2501 | −6.000837 |

The last halving ratios are \(1.0004, 1.0000, 0.9994\) for levels 2 to 4 and \(0.0000\) for levels 1 and 5, so \(g=3\), \(m=1\). Extrapolation gives \(2(0.28444)-0.28462=0.28426\) for \(f_4\) and \(F_0=2(-6.000837)+6.002736=-5.99894\,t\). The slope \((6.002736-6.000837)/0.001=1.899\) matches the entropy \(1.8985\), as (2) requires in the limit. Since \(\sigma\) stays near \(0.25\), the density is ensemble-only, and (3) gives the lower bound \(0.2501\times0.28444\times\sqrt{1.5}=0.0871\); the best shell orbital found misses by \(0.0890\) (both numbers use the shell at \(T=0.001\,t\)).

The numerical check below confirms this in the two-particle space. At the extrapolated \(v^*\) the three lowest energies are \(-6.00111\,t\) and the next is \(-4.00146\,t\). An ensemble of the three states, fitted to 12 densities with 6 parameters, leaves a residual norm \(2.3\times10^{-9}\) and has weights \(0.38341, 0.33233, 0.28426\). A further test minimizes
\[ R=\min_\psi\{\langle H(v^*)\rangle_\psi-E_N(v^*)+\kappa\|n_\psi-n\|^2\},\qquad\kappa=1\,t, \]
over all complex \(\psi\). Both terms are nonnegative, so \(R=0\) exactly when a ground state has density \(n\). The search returns \(0.0069\,t\), below the in-shell value \(0.0890^2\,t=0.0079\,t\), which the true minimum cannot exceed because shell states are among the trial states. A multistart search bounds \(R\) only from above, so a positive value is evidence and (3) is the proof. Six random densities within about \(0.005\) of \(1/6\) are also ensemble-only.

The contrast cases exercise each branch. A planted gapped potential is recovered to \(2\times10^{-12}\,t\), and \(-2T\ln(1-f_2)=0.44537\,t\) equals the many-body gap. Planted occupations \((0.5,0.3,0.2)\), placed like the next case on the rotated shell orbitals given above, return with an error that falls by \(1.992\) on halving \(T\), a splitting \((\varepsilon_4-\varepsilon_2)/T\to\ln[0.5\cdot0.8/(0.2\cdot0.5)]=1.3863\), and \(S^*=1.8044\). Planted \((0.6,0.4,0)\) leaves \(f_4=0.00221\) at \(T=0.001\,t\) with ratio \(0.555\), close to the ratio \(0.00611/0.01104=0.553\) of \(\varepsilon_4-\mu\) that the boundary law predicts; the verdict is pure. On the ring \(R\) is \(4\times10^{-6}\,t\) with complex states and \(0.0235\,t\) with real ones, below the in-shell \(0.03\,t\). The pure cases with an extrapolated potential \(v\) give a few \(10^{-6}\,t\) instead of zero. This is the error of \(v\). The pure state with density \(n\) and kinetic energy \(F_0\), used as a trial state, gives \(R\le F_0-[E_N(v)-v\cdot n]\). A positive value of this deficit excludes \(R=0\), since a ground state of \(v\) with density \(n\) would have \(E_N(v)-v\cdot n\ge F_0\). The deficit is \(4.2\), \(4.5\) and \(3.2\times10^{-6}\,t\) for the ring, the boundary case and the cube, against \(R=4.2\), \(4.2\) and \(3.2\times10^{-6}\,t\).

The cube, with the density of the determinant built on the orbital \((5x+y+z)/\sqrt{27\cdot8}\), cools to three fractional levels \(0.61917, 0.28547, 0.09537\), equal to a direct entropy maximization, although the density is pure by construction. Two singular values of \(L\) vanish to the printed digits already at \(T=0.001\,t\), where an \(O(T)\) remainder might have been expected. The target is even under inversion, so the unique \(w_T\) is even and the shell orbitals stay odd. Their six products are even, and eight sites carry only four even functions, so the rank of \(L\) is at most 4 at every \(T\). The kernel is two-dimensional and the end point depends on the direction taken; the walk along the null direction used in the program ends at weights \(0.69431\) and \(0.30569\), a complex orbital different from the planted one, which reproduces the density to \(9\times10^{-12}\) in norm.

## Numbers as computed

```
units: energies, T, v, F, R in t; n, f, S, sig dimensionless; kappa = 1 t
cuboctahedron levels (t): -4.0 -2.0 -2.0 -2.0 0.0 0.0 0.0 2.0 2.0 2.0 2.0 2.0
cube levels (t): -3.0 -1.0 -1.0 -1.0 1.0 1.0 1.0 3.0
rectangle tx=0.5 ty=1, v=lam*x, lam=0.5,0.866,1.2: <H>-E0 (t): 0.0000 0.0000 0.6000
A v0 = -x^2 + 0.2 sin(1.3 i + 0.4) - mean, N=2: verdict pure g = 0
A gap 0.44537 t, -2T ln(1-f2) 0.44537 t, max|v-v0| 2.1e-12 t, R -3.5e-15 t
B planted f: 0.50 0.30 0.20 rotation vector 0.3 0.5 0.7 rad: verdict ensemble
B f at Tmin: 0.49956 0.30002 0.20042  extrapolated: 0.50000 0.30000 0.20000
B error ratio 1.992; (e4-e2)/T -> 1.3863, law 1.3863
B F0 -6.00000 t; (F0-FT)/T -> 1.8044, S* 1.8044; R 0.00418 t
C cube, orbital (5,1,1)/sqrt27, N=2: verdict pure g = 3
C f extrapolated: 0.61917 0.28547 0.09537  max entropy: 0.61917 0.28547 0.09537
C singular values of L at Tmin: 0.61237 0.50017 0.50000 0.49983 0.00000 0.00000
C rank-2 weights: 0.69431 0.30569 0.00000  density error 8.9e-12, R 3.2e-06 t
D ring, planted f 0.7 0.3, phase 0.4 rad: verdict pure  f -> 0.69999 0.30001
D sig 0.4080, R complex 4.2e-06 t, R real 0.02351 t
F planted f 0.6 0.4 0: verdict pure  f at Tmin: 0.59847 0.39932 0.00221
F halving ratio of f4 0.555; e4-mu at 2Tmin, Tmin 0.01104 0.00611 t; R 4.2e-06 t
G uniform n=0.25, N=3: verdict ensemble  f: 0.66667 0.66667 0.66667
G sig 0.25000, bound 0.10206, shell distance 0.10206, R 0.00906 t
random densities 1/6 +- 0.005 found ensemble-only: 6 of 6
E n sites 0-5 : 0.17446 0.17032 0.15653 0.16422 0.17603 0.16530
E n sites 6-11: 0.15625 0.16932 0.17499 0.16047 0.15854 0.17356
E table: T(t) f1 f2 f3 f4 f5 (e4-e2)/T sig F_T(t)
0.512 0.96171 0.35413 0.33463 0.31826 0.01121 0.1608 0.2438 -7.010668
0.256 0.99919 0.36045 0.33217 0.30758 0.00024 0.2380 0.2452 -6.486646
0.128 1.00000 0.36829 0.33199 0.29972 0.00000 0.3091 0.2468 -6.242383
0.064 1.00000 0.37441 0.33201 0.29358 0.00000 0.3648 0.2481 -6.120572
0.032 1.00000 0.37843 0.33210 0.28946 0.00000 0.4018 0.2490 -6.059726
0.016 1.00000 0.38078 0.33219 0.28702 0.00000 0.4237 0.2495 -6.029324
0.008 1.00000 0.38206 0.33226 0.28569 0.00000 0.4356 0.2498 -6.014129
0.004 1.00000 0.38272 0.33229 0.28498 0.00000 0.4419 0.2500 -6.006533
0.002 1.00000 0.38306 0.33231 0.28462 0.00000 0.4451 0.2500 -6.002736
0.001 1.00000 0.38324 0.33232 0.28444 0.00000 0.4467 0.2501 -6.000837
E verdict ensemble  halving ratios levels 1-5: 0.0000 1.0004 1.0000 0.9994 0.0000
E v* sites 0-5  (t): -0.0045 -0.0631 0.0195 0.0546 -0.0335 -0.0526
E v* sites 6-11 (t): 0.0530 0.0304 -0.0545 -0.0187 0.0669 0.0025
E f extrapolated: 0.38341 0.33233 0.28426  many-body weights: 0.38341 0.33233 0.28426
E many-body levels 1-4 at v* (t): -6.00111 -6.00111 -6.00111 -4.00146  fit error 2.3e-09
E F0 extrapolated -5.99894 t, primal -5.99894 t, dual -5.99894 t
E S at Tmin 1.8985, sig 0.2501, bound 0.0871, distance 0.0890, R 0.00689 t
```
